\section*{What the nitrogen-15 shift reveals about a linear metal imide, part 2}

In an organoimide complex the unit M--N--C (metal, nitrogen, carbon) is nearly linear. Can replacing nitrogen-14 by nitrogen-15 show how its stiffness is divided between the two bonds? The bonds M--N and N--C have equilibrium lengths $R_1$, $R_2$ and stretches $r_1$, $r_2$, with energy
\begin{equation}
V=\tfrac12 k_1r_1^2+\tfrac12 k_2r_2^2+k_{12}r_1r_2 .
\label{eq:V}
\end{equation}
A set of constants is stable if $k_1>0$ and $k_1k_2-k_{12}^2>0$. Bending by an angle $\theta$ from the straight line costs $\tfrac12k_\theta\theta^2$; the resulting stiffness against sideways nitrogen motion is the transverse curvature.

With M and C fixed, nitrogen of mass $m$ moves by $x$ along the axis from M to C, so $r_1=x$, $r_2=-x$ and $V=\tfrac12Kx^2$, with
\begin{equation}
K=k_1+k_2-2k_{12}.
\label{eq:K}
\end{equation}
The angular frequency is $\omega=\sqrt{K/m}$, and the wavenumber is
\begin{equation}
\nu=\frac1{2\pi c}\sqrt{\frac Km}.
\label{eq:nu}
\end{equation}
Here $c$ is the speed of light; $\hbar$ is the reduced Planck constant. Subscripts 14 and 15 denote the isotopes, with $m_{14}=14.003074$ u and $m_{15}=15.000109$ u. The force constants are the same for both, so
\begin{equation}
\frac{\nu_{15}}{\nu_{14}}=\sqrt{\frac{m_{14}}{m_{15}}}
\label{eq:ratio}
\end{equation}
The shift $\Delta=\nu_{14}-\nu_{15}$ gives only $K$, with $K\propto\Delta^2$. An assumed reading error of 0.5 cm$^{-1}$ in $\Delta$ means 29.4 N/m in $K$.

The example uses four sets, in N/m:
\begin{center}
\begin{tabular}{lrrr}
Set & $k_1$ & $k_2$ & $k_{12}$\\
A & 800 & 500 & 50\\
B & 650 & 650 & 50\\
C & 1000 & 300 & 50\\
D & 900 & 500 & 100
\end{tabular}
\end{center}
All have $K=1200$ N/m and, with fixed ends, $\nu_{14}=1206.02$ and $\Delta=40.77$ cm$^{-1}$.

When the ends also move, the masses are $m_M$, $m_N$, $m_C$, and $\lambda=\omega^2$. For a harmonic mode along the axis whose frequency is not shared,
\begin{equation}
\frac{d\ln\nu}{d\ln m_N}=-\tfrac12T_N,\qquad T_N=m_Nu_N^2 .
\label{eq:share}
\end{equation}
Here $u_N$ is nitrogen's displacement in the mode, scaled so that the sum of mass times squared displacement is 1. $T_N$ is nitrogen's share of the kinetic energy; with fixed ends it is 1.

\subsection{The three-mass chain}

Let $x_M$, $x_N$ and $x_C$ be displacements along the axis, so that $r_1=x_N-x_M$ and $r_2=x_C-x_N$. The tensions in the bonds are
\begin{equation}
t_1=\frac{\partial V}{\partial r_1}=k_1r_1+k_{12}r_2,\qquad
t_2=\frac{\partial V}{\partial r_2}=k_{12}r_1+k_2r_2 .
\label{eq:tension}
\end{equation}
A stretched bond pulls its two atoms together. Hence
\begin{equation}
m_M\ddot x_M=t_1,\quad m_N\ddot x_N=t_2-t_1,\quad
m_C\ddot x_C=-t_2 .
\label{eq:newton}
\end{equation}
Subtracting these accelerations in pairs gives
\begin{align}
\ddot r_1&=-\left(\frac1{m_M}+\frac1{m_N}\right)t_1+\frac{t_2}{m_N},
\nonumber\\
\ddot r_2&=\frac{t_1}{m_N}-\left(\frac1{m_N}+\frac1{m_C}\right)t_2 .
\label{eq:rdd}
\end{align}
In matrix form this is $\ddot r=-GFr$, with
\begin{equation}
G=\begin{pmatrix}
\frac1{m_M}+\frac1{m_N}&-\frac1{m_N}\\[2pt]
-\frac1{m_N}&\frac1{m_N}+\frac1{m_C}
\end{pmatrix},\quad
F=\begin{pmatrix}k_1&k_{12}\\k_{12}&k_2\end{pmatrix}.
\end{equation}
The squared angular frequencies are the eigenvalues of $GF$. A $2\times2$ matrix with trace $S$ and determinant $P$ has eigenvalues that satisfy
\begin{equation}
\lambda^2-S\lambda+P=0 .
\label{eq:secular}
\end{equation}
The trace is $G_{11}k_1+2G_{12}k_{12}+G_{22}k_2$. Collecting the terms in $1/m_N$ gives
\begin{equation}
S=\frac K{m_N}+\frac{k_1}{m_M}+\frac{k_2}{m_C}.
\label{eq:S}
\end{equation}
In $\det G$ the terms $1/m_N^2$ cancel, so
\begin{equation}
P=\left(k_1k_2-k_{12}^2\right)
\frac{m_M+m_N+m_C}{m_Mm_Nm_C}.
\label{eq:P}
\end{equation}

When both end masses become very large, $S\to K/m_N$ and $P\to0$. One root tends to $K/m_N$, the fixed-end result, and the other tends to zero. For large but finite end masses the upper root is $\lambda_+\simeq S-P/S$. To first order in $1/m_M$ and $1/m_C$,
\begin{equation}
\frac PS\simeq\frac{k_1k_2-k_{12}^2}{K}
\left(\frac1{m_M}+\frac1{m_C}\right).
\end{equation}
The coefficient of $1/m_M$ in $\lambda_+$ is then
\begin{equation}
k_1-\frac{k_1k_2-k_{12}^2}{K}
=\frac{k_1^2-2k_1k_{12}+k_{12}^2}{K}
=\frac{(k_1-k_{12})^2}{K},
\end{equation}
and the coefficient of $1/m_C$ follows by exchanging the labels 1 and 2. Therefore
\begin{equation}
\lambda_+\simeq\frac K{m_N}
+\frac{(k_1-k_{12})^2}{Km_M}+\frac{(k_2-k_{12})^2}{Km_C}.
\label{eq:heavy}
\end{equation}
Recoil of the ends raises the band. At this order the added terms do not contain $m_N$, so the isotope difference of $\lambda_+$ is still fixed by $K$. The shift in wavenumber is this difference divided by a quantity proportional to $\nu_{14}+\nu_{15}$. For heavy ends and fixed $k_{12}$, a division of $k_1+k_2$ that raises the band thus lowers its shift slightly. The rule need not hold when $k_{12}$ changes as well, least of all for a light end.

\subsection{What four bands determine}

Label both bands for both isotopes. From (\ref{eq:S}),
\begin{equation}
S_{14}-S_{15}=K\left(\frac1{m_{14}}-\frac1{m_{15}}\right),
\label{eq:sumrule}
\end{equation}
which again gives $K$ and nothing else. From (\ref{eq:P}),
\begin{equation}
\frac{P_{15}}{P_{14}}=
\frac{m_{14}(m_M+m_{15}+m_C)}{m_{15}(m_M+m_{14}+m_C)},
\label{eq:product}
\end{equation}
which contains no force constant. The four wavenumbers therefore supply at most three independent data. For known masses these may be taken as
\begin{equation}
K,\qquad A=\frac{k_1}{m_M}+\frac{k_2}{m_C},\qquad
p=k_1k_2-k_{12}^2 .
\label{eq:data}
\end{equation}

Three data suffice for three unknowns if their derivatives are independent. The determinant of the derivatives with respect to $(k_1,k_2,k_{12})$ is
\begin{equation}
\begin{vmatrix}
1&1&-2\\ \frac1{m_M}&\frac1{m_C}&0\\ k_2&k_1&-2k_{12}
\end{vmatrix}
=2\left(\frac{k_2-k_{12}}{m_C}-\frac{k_1-k_{12}}{m_M}\right).
\label{eq:det}
\end{equation}
Where it is non-zero, the data fix the constants locally: no neighbouring set gives the same four bands. A distant set may still do so. Eliminating $k_2$ through $A$ and $k_{12}$ through $K$ turns the equation for $p$ into a quadratic equation for $k_1$, which can have two roots. The second root need not be implausible: for end masses $m_M=180$ u and $m_C=57$ u, set C has the same four bands as the stable set $k_1\simeq883$, $k_2\simeq337$, $k_{12}\simeq10$ N/m.

The zero of (\ref{eq:det}) has a simple meaning. Suppose that nitrogen stands still in one mode. By (\ref{eq:newton}) the tensions are then equal, $t_1=t_2$, and the ends move oppositely with $m_Mx_M=-m_Cx_C$. Since $r_1=-x_M$ and $r_2=x_C$, this means $r_2/r_1=m_M/m_C$. Equal tensions require $(k_1-k_{12})r_1=(k_2-k_{12})r_2$, so
\begin{equation}
\frac{k_1-k_{12}}{m_M}=\frac{k_2-k_{12}}{m_C}.
\label{eq:node}
\end{equation}
This is the condition for (\ref{eq:det}) to vanish. A mode in which nitrogen rests has no nitrogen shift, and at that point the four bands lose their first-order power to fix all three constants.

\subsection{Numbers for two carbon ends}

Take $m_M=180$ u. For the carbon end take either a bare carbon atom of 12 u or a rigid group of 57 u. These are two illustrative limits and not strict bounds, because a real group has internal vibrations that can mix with the stretch. The shifts and nitrogen shares of the upper band are as follows, with shifts in cm$^{-1}$ and shares evaluated for nitrogen-14.
\begin{center}
\begin{tabular}{lrrrr}
 & \multicolumn{2}{c}{12 u} & \multicolumn{2}{c}{57 u}\\
Set & $\Delta$ & $T_N$ & $\Delta$ & $T_N$\\
A & 34.52 & 0.766 & 39.43 & 0.938\\
B & 31.59 & 0.663 & 39.04 & 0.921\\
C & 38.28 & 0.895 & 39.57 & 0.944\\
D & 35.05 & 0.789 & 39.51 & 0.941
\end{tabular}
\end{center}

With the light end, the shifts spread over 6.69 cm$^{-1}$, and the division of $K$ leaves a clear mark. With the heavy end the spread is 0.53 cm$^{-1}$, about the size of the reading error of 0.5 cm$^{-1}$ assumed earlier. The upper shift alone would then hardly distinguish the four sets. This comparison is made at equal $K$, where the bands themselves differ; if each set is scaled so that its upper band coincides with that of set A, the spread of the shifts is 0.96 cm$^{-1}$, about twice the reading error.

Equation (\ref{eq:heavy}) accounts for the heavy-end values. For set A it predicts
\begin{equation}
\frac{\lambda_+m_{14}}{K}\simeq1+\frac{14.003}{1200^2}
\left(\frac{750^2}{180}+\frac{450^2}{57}\right)=1.065,
\end{equation}
hence a band at $1206.02\sqrt{1.065}\simeq1245$ cm$^{-1}$. The chain gives 1244.87 cm$^{-1}$.

The sum rule (\ref{eq:sumrule}) can be followed in the numbers for set A with the light end. The upper band lies at 1343.52 cm$^{-1}$, and the lower band lies at 657.31 cm$^{-1}$ with a shift of 3.90 cm$^{-1}$. Since $\nu_{14}^2-\nu_{15}^2=\Delta(2\nu_{14}-\Delta)$, the two bands contribute $9.157\times10^4$ and $0.511\times10^4$ cm$^{-2}$. Their sum, $9.668\times10^4$ cm$^{-2}$, equals the fixed-end value $40.77(2\times1206.02-40.77)$ to the digits shown. The moving ends have divided the isotope effect between two bands without changing this total.

For set C with the heavy end, the printed shift of the lower band is 0.00 cm$^{-1}$. The two sides of (\ref{eq:node}) are $950/180=5.3$ and $250/57=4.4$ N/m per u, so this case lies near the point where nitrogen rests.

\subsection{Anharmonic bonds}

Real bonds are not harmonic. To size the effect with the ends fixed again, replace each quadratic bond energy by a Morse energy $k(1-e^{-ar})^2/(2a^2)$ with the same range parameter $a=20$ nm$^{-1}$ for both bonds, and keep the term in $k_{12}$. Since $(1-e^{-ar})^2=a^2r^2-a^3r^3+\tfrac7{12}a^4r^4+\dots$, the constraint $r_1=x$, $r_2=-x$ gives
\begin{align}
V&=\tfrac12Kx^2+gx^3+hx^4+\dots,\nonumber\\
g&=\tfrac12a(k_2-k_1),\qquad h=\tfrac7{24}a^2(k_1+k_2).
\label{eq:morse}
\end{align}
The cubic coefficient depends on the difference of the bond constants, so the division of $K$ enters the levels.

Let $l^2=\hbar/(m\omega)$ and $x=(l/\sqrt2)q$, where $q$ is the sum of the lowering and raising operators. Acting on the two lowest harmonic states, $q$ gives
\begin{align}
q^2|0\rangle&=|0\rangle+\sqrt2|2\rangle, &
q^3|0\rangle&=3|1\rangle+\sqrt6|3\rangle,\nonumber\\
q^2|1\rangle&=3|1\rangle+\sqrt6|3\rangle, &
q^3|1\rangle&=3|0\rangle+6\sqrt2|2\rangle+2\sqrt6|4\rangle .
\label{eq:ladder}
\end{align}
The squared lengths of the $q^2$ states are 3 and 15. The quartic term therefore raises the two levels by $\tfrac34hl^4$ and $\tfrac{15}4hl^4$. In second order the cubic term contributes $g^2l^6/(8\hbar\omega)$ times $-9-\tfrac63=-11$ for the lower level and $9-72-\tfrac{24}3=-71$ for the upper. The transition energy changes by
\begin{equation}
\delta E\simeq3hl^4-\frac{15}{2}\frac{g^2l^6}{\hbar\omega}.
\label{eq:anh}
\end{equation}
Both terms vary as $1/m$, because $l^4\propto1/m$ and $l^6/\omega\propto1/m$. The shift thus changes by the fraction $1-m_{14}/m_{15}=0.066$ of the change in the band.

Levels computed on a grid for the full Morse energies, with nitrogen confined to the axis, give shifts of 41.30, 41.37, 40.98 and 41.29 cm$^{-1}$ for sets A to D. For set B the band rises by $1215.05-1206.02=9.03$ cm$^{-1}$, and $0.066\times9.03=0.60$ cm$^{-1}$ is the rise of its shift above 40.77 cm$^{-1}$. The spread over the four sets is 0.39 cm$^{-1}$. This trace of the separate constants can be interpreted only if the anharmonicity of both bonds is known independently. With equal range parameters, exchanging $k_1$ and $k_2$ leaves $h$ unchanged and only reverses the sign of $g$. Since (\ref{eq:anh}) contains $g^2$, the trace then does not even tell which bond is the stiffer.

These figures hold for axial motion alone. If nitrogen is also allowed to move in both sideways directions, with $R_1=0.175$ nm, $R_2=0.145$ nm and $k_\theta=0.50$ aJ/rad$^2$, the coupling of stretch and bend outweighs the axial correction. The bands then lie between 1201.8 and 1203.8 cm$^{-1}$, below the harmonic value; the shifts become 40.60, 40.62, 40.49 and 40.58 cm$^{-1}$, and their spread falls to 0.13 cm$^{-1}$. The axial result therefore fixes neither the size nor the sign of the anharmonic effect.

\subsection{The model beside real imides}

The parameters are round values in the rough regime of a terminal organoimide on a heavy transition metal. Set A is meant to represent a multiple metal--nitrogen bond and a single nitrogen--carbon bond. The value $k_2=300$ N/m in set C is low for a nitrogen--carbon single bond, for which 500 N/m is a rough figure; it serves to display the ambiguity.

In a real complex neither end is fixed. For set A, releasing the ends lowers the shift from 40.77 to 39.43 cm$^{-1}$ with the heavy group and to 34.52 cm$^{-1}$ with the bare carbon. Internal vibrations of the carbon group and motion of the other ligands are left out, and they can matter more than either figure suggests: if the carbon atom is tied to the remaining 45 u by a single axial spring of 100 to 400 N/m, the band with the largest nitrogen share shifts by 33.0 to 26.0 cm$^{-1}$, less than with either model end, and the rigid-group value is approached only for a spring of thousands of N/m. The heavy-group figures below therefore describe the rigid limit only. Thermal excitation of this vibration itself is slight: at 300 K its first excited level has 0.3\% of the population of the ground level. The bend is another matter. In the fixed-end Morse model it lies near 312 cm$^{-1}$, and about 40\% of the units have it excited at 300 K. One bending quantum lowers the stretching band by 7 to 11 cm$^{-1}$ and its isotope shift by 0.5 to 0.7 cm$^{-1}$, which is comparable to the assumed reading error.

The mass ratio reveals such a failure. If the fixed-end formulas were applied to set A with the heavy group, the band position would give $K=1200(1244.87/1206.02)^2\simeq1279$ N/m, while the shift would give $1200(39.43/40.77)^2\simeq1122$ N/m. The difference is several times the 29 N/m that a reading error of 0.5 cm$^{-1}$ causes. A disagreement of this sign is expected when atoms other than nitrogen share the motion, although an anharmonic correction that lowers the band has the same sign. To divide the stiffness between the bonds, one then needs a sound model of the end groups, together with either the lower stretching band or an independent value for one of the constants. These are necessary but may not suffice. With the heavy group, $k_1=650$ or 1000 N/m, with $k_2$ and $k_{12}$ readjusted, reproduces all four bands of set A within about 0.3 cm$^{-1}$. Fixing $k_{12}=50$ N/m and readjusting $k_2$ reproduces the two upper bands equally well. With the bare carbon the same changes of $k_1$ leave misfits of 2 to 3 cm$^{-1}$ in the four bands and can be detected. The numerical output for the harmonic and axial Morse models follows this section.

\section*{Numbers as computed}
\begin{verbatim}
Nitrogen-14 mass: 14.003074 u
Nitrogen-15 mass: 15.000109 u
Model metal mass: 180 u
Bond lengths M-N, N-C: 0.175, 0.145 nm
Bending constant: 0.50 aJ/rad^2
Transverse curvature: 79.52 N/m
Set A: k1=800, k2=500, k12=50 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Set B: k1=650, k2=650, k12=50 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Set C: k1=1000, k2=300, k12=50 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Set D: k1=900, k2=500, k12=100 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Fixed-end ratio nu15/nu14: 0.966194
K from shift alone: 1200.00 N/m
Assumed error in shift: 0.5 cm^-1
Resulting error in K: 29.4 N/m
Fixed-end singular-value ratio, second/first: 6.4e-14
Moving ends, carbon-end mass: 12 u
  singular-value ratio, third/first: 8.91e-03
  A upper: nu14=1343.52, shift=34.52 cm^-1; N share=0.766
  A lower: nu14=657.31, shift=3.90 cm^-1; N share=0.166
  B upper: nu14=1424.43, shift=31.59 cm^-1; N share=0.663
  B lower: nu14=637.28, shift=6.06 cm^-1; N share=0.269
  C upper: nu14=1269.14, shift=38.28 cm^-1; N share=0.895
  C lower: nu14=601.98, shift=0.81 cm^-1; N share=0.037
  D upper: nu14=1324.58, shift=35.05 cm^-1; N share=0.789
  D lower: nu14=701.45, shift=3.61 cm^-1; N share=0.143
  spread of upper shifts: 6.69 cm^-1
Moving ends, carbon-end mass: 57 u
  singular-value ratio, third/first: 9.18e-04
  A upper: nu14=1244.87, shift=39.43 cm^-1; N share=0.938
  A lower: nu14=359.29, shift=0.08 cm^-1; N share=0.006
  B upper: nu14=1255.04, shift=39.04 cm^-1; N share=0.921
  B lower: nu14=366.33, shift=0.30 cm^-1; N share=0.023
  C upper: nu14=1241.34, shift=39.57 cm^-1; N share=0.944
  C lower: nu14=311.71, shift=0.00 cm^-1; N share=0.000
  D upper: nu14=1242.93, shift=39.51 cm^-1; N share=0.941
  D lower: nu14=378.60, shift=0.04 cm^-1; N share=0.003
  spread of upper shifts: 0.53 cm^-1
Morse range parameter: 20 nm^-1
Morse A: nu14=1213.98, shift=41.30 cm^-1
Morse B: nu14=1215.05, shift=41.37 cm^-1
Morse C: nu14=1209.13, shift=40.98 cm^-1
Morse D: nu14=1213.83, shift=41.29 cm^-1
Spread of Morse shifts: 0.39 cm^-1
First-level Boltzmann factor at 300 K: 0.00308
\end{verbatim}
